# Young Modulus and Poisson Ratio of a Hexagonal Elastic Sheet

## The problem

A flat crystalline sheet with hexagonal symmetry has the stiffnesses $C_{11}=130$ N/m and $C_{12}=33$ N/m. Stress in a sheet is force per unit width, so stiffness is measured in newtons per metre and no thickness is needed.

1. The sheet is pulled along one direction while its side edges are free. Find the Young modulus $Y$, the ratio of tension to strain along the pull, and the Poisson ratio $\nu$, the ratio of sideways contraction to that strain.
2. Decide whether the answers depend on the direction of pull.
3. A strip 10 µm long and 1 µm wide is stretched by 1 % at 300 K. Find the force, the narrowing and the stored energy, and judge how far clamped ends, nonlinearity and thermal ripples change the ideal answer.

The corrections in part 3 need two more inputs: a bending rigidity $\kappa=10$ eV and a strength of 15 N/m. A thickness of 0.65 nm serves only to convert $Y$ to an equivalent bulk value. All three are rough values typical of semiconducting transition-metal dichalcogenide monolayers, a class studied for transistor channels. The given stiffnesses lie in the same regime.

## A first estimate by scaling

Let $x$ be the direction of pull and $y$ the sideways direction, with small strains $\varepsilon_x$ and $\varepsilon_y$. Without shear, the elastic energy per area is

$$U=\tfrac12 C_{11}(\varepsilon_x^2+\varepsilon_y^2)+C_{12}\,\varepsilon_x\varepsilon_y .$$

The data contain one stiffness scale, $C_{11}$, and one pure number, $c=C_{12}/C_{11}\approx 1/4$. On dimensional grounds

$$Y=C_{11}f(c),\qquad \nu=g(c).$$

Three observations restrict the unknown functions.

- If $c=0$, the two directions are uncoupled. Nothing happens sideways, so $f(0)=1$ and $g(0)=0$.
- The energy is unchanged if $c$ and $\varepsilon_y$ both change sign. The modulus therefore cannot depend on the sign of $c$, while the sideways strain reverses with it: $f$ is even and $g$ is odd.
- A sheet that is free to adjust its width chooses the width of least energy. This cannot cost more than keeping the width fixed, for which $U=\tfrac12C_{11}\varepsilon_x^2$. Hence $f\le 1$.

For small $c$ the leading forms are $g\sim c$ and $f\sim 1-c^2$, with coefficients that scaling leaves open. If both are taken as one,

$$\nu\approx\tfrac14,\qquad Y\approx 130\left(1-\tfrac1{16}\right)\text{ N/m}\approx 121.9\text{ N/m}.$$

Both numbers rest on the guessed coefficients. The three observations alone secure less: $Y$ does not exceed $C_{11}$, and if $f$ and $g$ are smooth, the reduction of $Y$ is at least of second order in $c$ and $\nu$ at least of first order.

## Exact solution within linear elasticity

### What hexagonal symmetry implies

Include the shear strain $\gamma=2\varepsilon_{xy}$, and define

$$s=\varepsilon_x+\varepsilon_y,\qquad d=\varepsilon_x-\varepsilon_y,\qquad D=d+i\gamma .$$

Rotate the axes by an angle $\theta$. The new axes point along $\mathbf n=(\cos\theta,\sin\theta)$ and $\mathbf t=(-\sin\theta,\cos\theta)$. The strain along $\mathbf n$ is

$$\varepsilon_x'=\varepsilon_x\cos^2\theta+\varepsilon_y\sin^2\theta+\gamma\sin\theta\cos\theta
=\tfrac12\left(s+d\cos2\theta+\gamma\sin2\theta\right).$$

Replacing $\theta$ by $\theta+90^\circ$ reverses the signs of $\cos2\theta$ and $\sin2\theta$ and gives $\varepsilon_y'$. The sum and difference are then

$$s'=s,\qquad d'=d\cos2\theta+\gamma\sin2\theta .$$

The new shear is twice the strain component between $\mathbf n$ and $\mathbf t$:

$$\gamma'=-2(\varepsilon_x-\varepsilon_y)\sin\theta\cos\theta+\gamma(\cos^2\theta-\sin^2\theta)=-d\sin2\theta+\gamma\cos2\theta .$$

Together these say $D'=e^{-2i\theta}D$.

The most general quadratic energy in three strains has six real coefficients. It can be written with real $A,B$ and complex $p,q$ as

$$U=As^2+B|D|^2+s\,\mathrm{Re}(pD)+\mathrm{Re}(qD^2).$$

A hexagonal crystal is unchanged by a rotation through $120^\circ$. This multiplies $D$ by $e^{-i240^\circ}$ and $D^2$ by $e^{-i480^\circ}=e^{-i120^\circ}$. Neither factor is one, so the energy can stay the same for every strain only if $p=q=0$. What remains,

$$U=A(\varepsilon_x+\varepsilon_y)^2+B\left[(\varepsilon_x-\varepsilon_y)^2+\gamma^2\right],$$

is unchanged by a rotation through any angle. The linear elastic response is isotropic in the plane, although the crystal itself is not.

Compare this with the usual form

$$U=\tfrac12C_{11}(\varepsilon_x^2+\varepsilon_y^2)+C_{12}\varepsilon_x\varepsilon_y+\tfrac12C_{66}\gamma^2 .$$

The coefficients of $\varepsilon_x^2$, $\varepsilon_x\varepsilon_y$ and $\gamma^2$ give

$$A+B=\tfrac12C_{11},\qquad 2A-2B=C_{12},\qquad B=\tfrac12C_{66}.$$

Halving the second equation and subtracting it from the first gives $2B=\tfrac12(C_{11}-C_{12})$. Since $2B=C_{66}$,

$$C_{66}=\frac{C_{11}-C_{12}}2=\frac{130-33}{2}\text{ N/m}=48.5\text{ N/m}.$$

Adding instead gives $A=(C_{11}+C_{12})/4$. The unstrained sheet is stable if $A$ and $B$ are positive, that is, if $C_{11}>|C_{12}|$. The given numbers satisfy this.

### The pull with free side edges

The work done per area in a small change of strain is $dU=\sigma_xd\varepsilon_x+\sigma_yd\varepsilon_y+\sigma_{xy}d\gamma$. Differentiation of $U$ therefore gives

$$\sigma_x=C_{11}\varepsilon_x+C_{12}\varepsilon_y,\qquad
\sigma_y=C_{12}\varepsilon_x+C_{11}\varepsilon_y,\qquad
\sigma_{xy}=C_{66}\gamma .$$

No force acts on the side edges. A uniform state with $\sigma_y=\sigma_{xy}=0$ meets this condition and is in equilibrium throughout the strip. The shear vanishes, and $\sigma_y=0$ gives

$$\varepsilon_y=-\frac{C_{12}}{C_{11}}\varepsilon_x,
\qquad
\nu=-\frac{\varepsilon_y}{\varepsilon_x}=\frac{C_{12}}{C_{11}} .$$

The minus sign in the definition makes $\nu$ positive when a stretched sheet narrows. Inserting $\varepsilon_y$ in the first stress equation,

$$\sigma_x=\left(C_{11}-\frac{C_{12}^2}{C_{11}}\right)\varepsilon_x,
\qquad
Y=\frac{C_{11}^2-C_{12}^2}{C_{11}}=C_{11}(1-\nu^2).$$

The same result follows from the energy by completing the square at $\gamma=0$:

$$U=\tfrac12C_{11}\left(\varepsilon_y+\frac{C_{12}}{C_{11}}\varepsilon_x\right)^2+\tfrac12Y\varepsilon_x^2 .$$

The first term is the cost of having the wrong width. A free edge lets it vanish, and $Y$ measures the cost that remains.

### Numbers

$$\nu=\frac{33}{130}=0.2538,\qquad
\frac{C_{12}^2}{C_{11}}=\frac{1089}{130}\text{ N/m}=8.377\text{ N/m},$$

$$Y=(130-8.377)\text{ N/m}=121.6\text{ N/m}.$$

In atomic-scale units this is 759.1 eV/nm². To two digits the Poisson ratio is 0.25.

The fourth digit of $Y$ belongs to the arithmetic with the stated inputs. Differentiating $Y=C_{11}-C_{12}^2/C_{11}$ gives

$$\delta Y=(1+\nu^2)\,\delta C_{11}-2\nu\,\delta C_{12}.$$

If each stiffness were known only to the nearest newton per metre, errors of 0.5 N/m with opposite signs would move $Y$ by about 0.8 N/m.

### The direction of pull

Isotropy answers the second question: $Y$ and $\nu$ are the same in every direction. A separate numerical minimization of the energy, with unit strain imposed along 0°, 17°, 45° and 80° and the other strains free, gave 121.623 N/m and 0.2538 each time.

A square crystal shows why the symmetry matters. Its $C_{66}$ is independent of the other two stiffnesses. For a pull $\sigma$ along the diagonal, the stress components on the crystal axes are $\sigma_x=\sigma_y=\sigma_{xy}=\sigma/2$. The corresponding strains are

$$\varepsilon_x=\varepsilon_y=\frac{\sigma}{2(C_{11}+C_{12})},\qquad
\gamma=\frac{\sigma}{2C_{66}} .$$

At $\theta=45^\circ$ the strain along the pull is $(\varepsilon_x+\varepsilon_y+\gamma)/2$, so

$$\frac1{Y_{45}}=\frac1{2(C_{11}+C_{12})}+\frac1{4C_{66}} .$$

With the same $C_{11}$ and $C_{12}$ but a chosen $C_{66}=30$ N/m, the modulus is 121.6 N/m along an axis and 87.7 N/m along the diagonal. If $C_{66}=(C_{11}-C_{12})/2$ is inserted instead, the right side becomes

$$\frac12\left(\frac1{C_{11}+C_{12}}+\frac1{C_{11}-C_{12}}\right)=\frac{C_{11}}{C_{11}^2-C_{12}^2}=\frac1Y,$$

and the difference disappears.

## Comparison of the estimate with the solution

The solution gives $g(c)=c$ and $f(c)=1-c^2$. Both guessed coefficients were right, and there are no higher powers. The estimate of 121.9 N/m exceeds the solution by about 0.25 N/m, or 0.2 % of $Y$, because $c=0.2538$ had been replaced by 0.25. The same excess occurs if $\nu$ is rounded before it is used in $C_{11}(1-\nu^2)$.

The limits show where the small-$c$ reasoning would have been unsafe. Written as

$$Y=\frac{(C_{11}-C_{12})(C_{11}+C_{12})}{C_{11}},$$

the modulus vanishes as $C_{12}\to C_{11}$. There $\nu\to1$ and $C_{66}\to0$: the sheet resists a change of area but not a change of shape, so it can lengthen at fixed area without cost. An expansion in small $c$ gives no assurance about this limit. For negative $C_{12}$ the sheet widens when stretched, while $Y$ depends only on the magnitude of $C_{12}$.

## The stretched strip

For $\varepsilon=0.01$ and a uniform linear response, the tension is

$$\tau=Y\varepsilon=121.6\times0.01\text{ N/m}=1.216\text{ N/m}.$$

Multiplying by the width of 1 µm gives a force of 1.216 µN. The strip lengthens by 100 nm and narrows by $0.2538\times0.01\times1000$ nm $=2.54$ nm. The stored energy per area is $\tfrac12Y\varepsilon^2=6.08$ mJ/m². Over the strip's area of 10 µm² this amounts to $6.08\times10^{-14}$ J.

Dividing $Y$ by the rough thickness of 0.65 nm gives an equivalent three-dimensional Young modulus of about 190 GPa. This number inherits the convention chosen for the thickness, whereas $Y$ in N/m does not.

### Clamped ends

Rigid clamps prevent narrowing at the two ends. Let $K$ be the measured modulus, defined by a mean energy per area $\tfrac12K\varepsilon^2$ at mean strain $\varepsilon$. Two arguments bound it.

First, the uniform strain $\varepsilon_x=\varepsilon$, $\varepsilon_y=0$ is compatible with the clamps and has energy $\tfrac12C_{11}\varepsilon^2$. The true state has the least energy, so $K\le C_{11}$. Second, the completed square, with the non-negative shear energy added, shows that the local energy is at least $\tfrac12Y\varepsilon_x^2$. The mean of $\varepsilon_x^2$ is at least the square of the mean, $\varepsilon^2$, so $K\ge Y$.

The upper value, 130 N/m, lies 6.89 % above $Y$ and applies when the width is held everywhere. For the present strip, ten times as long as wide, a finite-element calculation that keeps the strip flat gives $K=121.85$ N/m, a rise of 0.18 %. Halving the element size changes $K$ by less than 0.05 % of $Y$. On meshes refined toward the clamp corners $K$ settles at 121.84 N/m, 0.01 N/m lower, so the rise is best read as about 0.2 %. Flatness is an assumption here. The clamps produce a small sideways compression, about 0.006 N/m at 1 % strain and roughly one width from each end. A variational stability estimate with $\kappa=10$ eV finds wrinkling by about 3 % strain, which is an upper bound on the onset. With ends that are free to narrow, the same method returns 121.623 N/m.

The clamped calculation also gives a narrowing at mid-length of 0.2543 times the mean strain, slightly more than $\nu$. The force is the same through every cross-section. If the middle is nearly in uniform tension $K\varepsilon$, its local strain is $K\varepsilon/Y=1.0018\,\varepsilon$, and its narrowing is $0.2538\times1.0018=0.2543$ in units of the mean strain. The Poisson ratio is unchanged; the middle stretches slightly more than the average because the ends stretch less.

### Nonlinearity

A rough model of softening before failure is

$$\sigma=Y\varepsilon-D_2\varepsilon^2 .$$

Its slope vanishes at $\varepsilon=Y/(2D_2)$, where the stress is

$$\sigma_m=\frac{Y^2}{2D_2}-\frac{Y^2}{4D_2}=\frac{Y^2}{4D_2} .$$

Setting $\sigma_m$ equal to the rough strength of 15 N/m gives $D_2\approx250$ N/m. Relative to the linear stress, the loss at 1 % strain is

$$\frac{D_2\varepsilon}{Y}=\frac{Y\varepsilon}{4\sigma_m}=\frac{1.216}{60}\approx2.0\ \% .$$

The local slope, $Y-2D_2\varepsilon$, falls by twice as much, about 4 %. Here $\sigma$ is read as force per initial width and $\varepsilon$ as relative elongation. The choice of measure matters at this level: a sheet exactly linear in the Green strain $\varepsilon+\varepsilon^2/2$ has force per initial width $Y(1+\varepsilon)(\varepsilon+\varepsilon^2/2)$, whose slope at 1 % strain is 3 % above $Y$. These losses belong to the quadratic law, because the strength alone does not fix the softening at small strain. The law $\sigma=\sigma_m\sin(Y\varepsilon/\sigma_m)$ has the same $Y$ and strength, yet its slope falls by only 0.3 % at 1 % strain. The quadratic coefficient may also depend on the direction of pull: a cubic energy term $\mathrm{Re}(D^3)$ is unchanged by a rotation through $120^\circ$, so hexagonal symmetry allows it. The linear tension is 8.1 % of the assumed strength, so an ideal strip is far from failure in this model. A defect or a sharp notch could start failure earlier.

### Thermal ripples

At finite temperature the sheet is not flat. Let $h(x,y)$ be its height. For small slopes, a line of true length $\ell$ along $x$ spans only about $\ell[1-\tfrac12\langle(\partial_xh)^2\rangle]$ in projection. Shortening against the tension $\tau$ costs work, and curvature costs bending energy, so

$$E=\tfrac12\int\left[\kappa(\nabla^2h)^2+\tau(\partial_xh)^2\right]dx\,dy .$$

Write $h=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ on an area $S$. Then $E=\tfrac S2\sum_{\mathbf q}(\kappa q^4+\tau q_x^2)|h_{\mathbf q}|^2$. In the classical harmonic approximation each independent real amplitude carries $k_BT/2$, hence

$$\langle|h_{\mathbf q}|^2\rangle=\frac{k_BT}{S(\kappa q^4+\tau q_x^2)} .$$

The fraction of length hidden in ripples along $x$ is

$$w_x=\tfrac12\langle(\partial_xh)^2\rangle=\frac{k_BT}{8\pi^2}\int\frac{q_x^2\,d^2q}{\kappa q^4+\tau q_x^2},$$

where the sum over modes became $S\int d^2q/(4\pi^2)$. This integral grows logarithmically at large $q$, so the hidden length itself depends on a cutoff near the inverse atomic spacing. Its change with tension does not need one, because the differentiated integral converges. Tension releases the hidden length. Differentiate, and set $q_x=q\cos\phi$:

$$-\frac{dw_x}{d\tau}=\frac{k_BT}{8\pi^2}\int_0^{2\pi}\!d\phi\,\cos^4\phi\int_0^\infty\!\frac{q\,dq}{(\kappa q^2+\tau\cos^2\phi)^2} .$$

The inner integral is $1/(2\kappa\tau\cos^2\phi)$. The remaining angular integral of $\cos^2\phi$ is $\pi$, so

$$-\frac{dw_x}{d\tau}=\frac{k_BT}{16\pi\kappa\tau} .$$

For the hidden width $w_y=\tfrac12\langle(\partial_yh)^2\rangle$, one factor $\cos^2\phi$ is replaced by $\sin^2\phi$. The angular integral is again $\pi$, and the release rate is the same.

The projected strains are $\tau/Y-w_x$ and $-\nu\tau/Y-w_y$. With $r=Yk_BT/(16\pi\kappa\tau)$, their derivatives with respect to $\tau$ are $(1+r)/Y$ and $(-\nu+r)/Y$. The values measured for a small further pull are therefore

$$Y_{\rm inc}=\frac{Y}{1+r},\qquad \nu_{\rm inc}=\frac{\nu-r}{1+r} .$$

Flattening adds length, which lowers the modulus, and also adds width, which opposes the elastic narrowing. Since $\tau=Y\varepsilon$ here,

$$r=\frac{k_BT}{16\pi\kappa\varepsilon}=\frac{0.02585}{16\pi\times10\times0.01}=0.00514 .$$

This gives $Y_{\rm inc}=121.0$ N/m and $\nu_{\rm inc}=0.247$. Because $\kappa$ is a rough input, only the approximate size of the shifts is meaningful: about 0.5 % of $Y$ and about 0.006 in $\nu$.

Half of the inner integral comes from wavenumbers below $\sqrt{\tau/\kappa}\,|\cos\phi|$. For ripples running along the pull this is the inverse of a length of about 1 nm, which exceeds an atomic spacing of a few tenths of a nanometre. Ripples running nearly across the pull feel little tension, so the release of hidden width also involves lengths of some tens of nanometres. These are still far below the strip width, as the continuum integral requires. The estimate holds to leading order in small $r$. At 1 % strain the first correction from interacting ripples lowers the release of length by about 1.5 % and the release of width by about 8 %, because ripples across the pull are only weakly held by the tension. Because $r$ grows as $1/\varepsilon$, it reaches one near a strain of $5\times10^{-5}$; a nearly slack sheet needs a theory in which ripples interact.

### What this means for a real channel

For a suspended strip of these proportions, with these rough inputs and the quadratic softening law, nonlinearity is the largest of the three corrections at 1 % strain: about 4 % in the local slope, against about 0.5 % from ripples and about 0.2 % from the clamps. A slope measured there should not be read as the zero-strain $Y$ to four digits. A channel bonded to a substrate breaks a different assumption, that of free side edges. Its sideways strain is imposed by the substrate; if that strain is zero, the tension follows $C_{11}$ and is 6.89 % higher at the same lengthwise strain. If the substrate is itself stretched and narrows with Poisson ratio $\nu_s$, a well-bonded sheet has tension $(C_{11}-\nu_sC_{12})\varepsilon$ along the pull. This is below the free-edge value $Y\varepsilon$ when $\nu_s>\nu$. The calculated values are listed in the numerical output below.

## Computed values

```
C11 = 130.0 N/m
C12 = 33.0 N/m
C66 from hexagonal symmetry = 48.5 N/m
Correction C12^2/C11 = 8.377 N/m
Young modulus Y = 121.623 N/m
Poisson ratio nu = 0.2538 (no unit)
Y converted = 759.1 eV/nm^2
Y from rounded nu = 121.875 N/m
Pull at 0 deg: Y = 121.623 N/m, nu = 0.2538
Pull at 17 deg: Y = 121.623 N/m, nu = 0.2538
Pull at 45 deg: Y = 121.623 N/m, nu = 0.2538
Pull at 80 deg: Y = 121.623 N/m, nu = 0.2538
Square crystal, chosen C66 = 30.0 N/m
Square crystal, Y along axis = 121.6 N/m
Square crystal, Y along diagonal = 87.7 N/m
Finite-element strip, free ends: Y = 121.623 N/m
Finite-element strip, free ends: nu = 0.2538
Strip length = 10.0 um
Strip width = 1.0 um
Applied strain = 1.0 %
Temperature = 300 K
Tension = 1.216 N/m
Pulling force = 1.216 uN
Elongation = 100.0 nm
Narrowing = 2.54 nm
Stored energy per area = 6.08 mJ/m^2
Rough thickness = 0.65 nm
Equivalent bulk Young modulus = 187 GPa
Rough strength = 15 N/m
Tension as share of strength = 8.1 %
Quadratic softening coefficient D = 247 N/m
Stress loss by nonlinearity = 2.0 %
Rough bending rigidity = 10 eV
Thermal energy kT = 0.02585 eV
Tension length = 1.15 nm
Ripple parameter r = 0.00514 (no unit)
Incremental Y with ripples = 121.0 N/m
Incremental nu with ripples = 0.247 (no unit)
Rise if width is held everywhere = 6.89 %
Strip with clamped ends: modulus = 121.85 N/m
Rise from clamped ends = 0.18 %
Clamped strip, narrowing ratio at middle = 0.2543
```
